Grain-boundary width from impedance data in the brick-layer model

**Question**

The impedance of a polycrystalline oxide is resolved into two elements in series, each a resistor in parallel with a capacitor. The faster element, with capacitance C_g = 10 pF, is assigned to the grains. The slower one, with C_gb = 1 nF, is assigned to the grain boundaries. Both values belong to the whole sample. The grains measure D = 1 μm.

In the brick-layer model the grains are identical cubes of interior edge D, separated by flat, uniform boundary layers of thickness d. The current crosses n grains and n boundaries in series between electrodes of area A. The signal is small and varies as exp(iωt). Grain and boundary have conductivities σ_g, σ_gb and permittivities ε_g, ε_gb, with σ_gb ≪ σ_g. Walls parallel to the current are ignored until part (c).

For numbers that need a material, use rough values for lightly acceptor-doped ceria near 573 K, in which oxygen vacancies of charge +2e carry the current: relative permittivity 26, σ_g = 5×10⁻⁶ S/cm and σ_g/σ_gb = 1000. Take A = 1 cm².

**(a) Express C_g and C_gb through the geometry, and state when they can be measured separately.**

*Answer.* In a layer of thickness t the total current density is the sum of conduction and displacement currents,

J = (σ + iωε)E.

The current is AJ and the voltage is Et, so the admittance of the layer is

Y = A(σ + iωε)/t = 1/R + iωC, with R = t/(σA) and C = εA/t.

For n identical layers in series the impedances add:

Z = n/(1/R + iωC) = 1/[1/(nR) + iωC/n].

This is again one resistor in parallel with one capacitor, with resistance nR and capacitance C/n. The order of the layers does not affect the sum, so all grains can be grouped together, and so can all boundaries:

C_g = ε_g A/(nD), C_gb = ε_gb A/(nd).

The time constant of each group is RC = ε/σ, independent of thickness. If the two time constants were equal, the two elements would merge into one and the capacitances could not be separated. For equal permittivities their ratio is σ_g/σ_gb = 1000. The relaxation frequencies σ/(2πε) are then about 346 kHz for the grains and 0.346 kHz for the boundaries, which are well separated. Unequal time constants are not enough in practice: the boundary element must also carry a visible share of the resistance. Here R_gb/R_g = (σ_g/σ_gb)(d/D), which is 10 for the width found in part (b). For σ_g/σ_gb = 10 it would be only 0.1, and small measurement errors would make the fitted C_gb unreliable.

**(b) Deduce d for equal permittivities. How does it change if 1 μm is the centre-to-centre distance? Check the result at high frequency.**

*Answer.* Dividing the two capacitances removes A and n:

C_g/C_gb = (ε_g/ε_gb)(d/D).

Solving for d,

d = D(ε_gb/ε_g)(C_g/C_gb).

With ε_g = ε_gb = ε,

d = 1000 nm × (10 pF)/(1000 pF) = 10 nm.

The boundary capacitance is the larger one because the boundaries are thin.

If the stated 1 μm is instead the pitch p = D + d, then D = p − d. Writing r = C_g/C_gb,

d = r(p − d), so d = pr/(1 + r) = 1000 nm × 0.01/1.01 = 9.9 nm.

At high frequency the displacement current dominates and the sample acts as a uniform dielectric of length L = n(D + d). The series formula agrees:

1/C_g + 1/C_gb = n(D + d)/(εA) = L/(εA).

The corresponding capacitance is 10 × 1000/1010 pF = 9.90 pF.

The number of boundaries follows from C_g:

n = εA/(C_g D) = 26 × 8.854×10⁻¹² × 10⁻⁴/(10⁻¹¹ × 10⁻⁶) ≈ 2302.

The sample thickness is 2302 × 1.01 μm = 2.33 mm, that of a ceramic pellet. A single boundary over the full electrode area would have nC_gb = 2.3 μF. The measured 1 nF must therefore not be inserted in εA/d as if it belonged to one boundary.

**(c) The bricks also have walls parallel to the current. Estimate their effect on the deduced width in two limits.**

*Answer.* One brick with its share of wall occupies a cross-section p². The grain fills D² of it.

*Equipotential limit.* Suppose every plane normal to the current is an equipotential. Over the length D, the grain and the side walls are in parallel, and their capacitances add:

εD²/D + ε(p² − D²)/D = εp²/D.

The end wall of thickness d contributes εp²/d. The ratio of the two is d/D, as before. For equal permittivities the side walls cancel from the result in this limit.

*Isolated limit.* Suppose instead that no current passes between the side walls and the grains. The grain column has the area fraction

f = D²/p² = 1/1.01² = 0.980.

Its two capacitances become 9.80 pF and 980 pF. The side walls form a parallel path with capacitance

(1 − f)εA/L = 0.0197 × 9.90 pF = 0.195 pF.

Near the fast relaxation the boundary element has a small impedance, so this path lies almost directly across the grain element and raises it to 10.0 pF. Near the slow relaxation it adds 0.2 pF to 980 pF, which is negligible. The apparent width is

1000 nm × 10.0/980 ≈ 10.2 nm,

a relative rise of about 2d/D = 2 %.

A three-dimensional solution of the local current law in one brick, with a true width of 10 nm and all walls included, was fitted with two elements between 10 Hz and 10 MHz. It gives 10 pF and 994 pF, hence a width of 10.06 nm. The mesh is coarse; refining it raises the boundary capacitance by less than 1 pF and lowers the width by about 0.01 nm. This lies between the two limits, and the correction is below 1 % for these parameters.

**(d) How do unequal permittivities and a stray capacitance C_s = 1 pF in parallel with the sample affect the result?**

*Answer.* From part (b), d is proportional to ε_gb/ε_g at fixed measured capacitances. If the boundary permittivity were half that of the grain, the same data would mean d = 5 nm. The field solution tests this in the other direction. With a true width of 10 nm and ε_gb = ε_g/2, assuming equal permittivities gives 19.9 nm, while including the factor 1/2 gives 9.96 nm.

The stray capacitance adds to the small grain capacitance near the fast relaxation, where the boundaries are nearly short-circuited by their own capacitance. It hardly changes the large C_gb. To leading order,

d_apparent ≈ D(C_g + C_s)/C_gb = 1000 nm × 11/1000 = 11 nm.

A fit to the full circuit also gives 11.0 nm. This 10 % error exceeds both geometrical corrections found above. Conversely, if the quoted 10 pF already contains 1 pF of stray capacitance, the width is about 9 nm.

**(e) Suppose that the boundary is a symmetric double depletion layer of width w on each side of a charged core. Show that d = 2w, and estimate the barrier height φ₀ and the acceptor density N.**

*Answer.* Let the acceptors be immobile and uniform, each of charge −e. If no vacancies are bound to acceptors, their density in the neutral grain is N/2. A positively charged core, treated as a sheet of negligible thickness, repels the vacancies, leaving a charge density −eN for |x| < w. Poisson's equation is φ″ = eN/ε there. With φ = φ′ = 0 at the depletion edges,

φ(x) = eN(w − |x|)²/(2ε), φ₀ = eNw²/(2ε).

Now apply a small voltage that moves both edges to the right by s. The left layer has width w − s and the right layer w + s. The core charge is unchanged to first order: reversing the voltage is equivalent to reflecting the symmetric boundary, so the change in core charge can contain no term linear in voltage. The voltage from left to right is the difference of the two potential steps:

V = (eN/2ε)[(w + s)² − (w − s)²] = 2eNsw/ε.

The charge moved per unit area is 2e(N/2)s = eNs. The capacitance per unit area is therefore

eNs/V = ε/(2w).

This equals that of a uniform layer of thickness d = 2w. The 10 nm is thus an electrical width, with w = 5 nm. It is not the thickness of the structurally disordered core.

For the barrier height, take a uniform vacancy mobility. The local resistivity exceeds that of the grain by exp(2eφ/kT). With y = (w − |x|)/w and u = 2eφ₀/kT, the mean ratio over the layer is

∫₀¹ exp(uy²) dy = 1000.

The numerical solution is u = 9.83. Since kT/e = 49.4 mV,

φ₀ = u(kT/e)/2 = 9.83 × 49.4 mV/2 ≈ 0.24 V.

More than half of the integral comes from the last 0.3 nm beside the core, about the length of one vacancy jump. The continuum value is therefore an estimate.

The acceptor density follows from the expression for φ₀:

N = 2εφ₀/(ew²) ≈ 2.8×10¹⁹ cm⁻³.

The depletion edges are not perfectly sharp. Keeping the mobile vacancies changes the charge density to −eN[1 − exp(−2eφ/kT)]. Multiplying Poisson's equation by φ′ and integrating from the grain to the core gives the field E₀ beside the core:

E₀² = (2eN/ε)(φ₀ − kT/2e),

where exp(−u) has been neglected. Each side has capacitance ε dE₀/dφ₀ = eN/E₀ per unit area, and two equal sides in series have half of this. The equivalent width is

d_C = 2εE₀/(eN) = 2w√(1 − 1/u) ≈ 9.5 nm,

where w still denotes the depletion width calculated with sharp edges. For fixed φ₀, a measured width of 10 nm would then require N lower by the factor 1 − 1/u, about 10 %.

**(f) Judge the result for real samples, including thin semiconductor films.**

*Answer.* The ceria values are rough, and φ₀ and N are inferences from them, not measurements. Within the model, a signal of 0.1 V puts at most 0.043 mV on each boundary, far below kT/(2e) = 25 mV, so the linear treatment is justified. The built-in field beside the core is 2φ₀/w ≈ 1 MV/cm. The calculation assumes that the permittivity keeps its grain value in this field; the capacitance ratio alone cannot test that. About 0.03 % of the oxygen sites are vacant in the grain, so the limited number of sites can be neglected there. The typical spacing of the acceptors, N^(−1/3) ≈ 3.3 nm, is not much smaller than w = 5 nm. The uniform charge density is therefore a rough approximation, and the real barrier will vary from place to place along the boundary. Interactions between the charged defects beyond the mean potential, including the binding of vacancies to acceptors, are ignored here and may matter at this density. Electrons are also ignored. The positive core that repels the vacancies attracts electrons, raising their density beside it by exp(eφ₀/kT) ≈ 140. The purely ionic boundary resistance used in part (e) is meant for oxidising conditions such as air. In a reducing atmosphere the electrons can short-circuit the depleted layer, and φ₀ and N can then no longer be inferred in this way.

Real grains are not identical cubes. For flat layers of unequal thickness and equal permittivity, with one conductivity for all grains and one for all boundaries, the series sums replace nD and nd by ΣDᵢ and Σdᵢ. The capacitance ratio then gives the mean boundary width divided by the mean grain length along the current. If that length is wrong by 20 %, the deduced width is wrong by 20 %. A spread of boundary resistivities broadens the slow relaxation, so that a fit with two ideal elements no longer gives the exact C_gb. Since d varies as 1/C_gb, a small relative error in C_gb passes into d at nearly the same size, with opposite sign.

Films bring two further limits:

- **Stray capacitance.** For current along a film 1 μm thick and 1 cm wide, the cross-section is 10⁻⁴ cm². At the same length and permittivity, C_g falls from 10 pF to 0.001 pF and C_gb from 1 nF to 0.1 pF, so 1 pF of stray capacitance hides both.
- **Grain conductivity.** At 1 S/cm and the same permittivity, the grain relaxation moves from 346 kHz to about 70 GHz. An analyser reaching 10 MHz would then not resolve C_g, and the ratio method could not be used.

The numerical output below lists the main values used in these answers.

Values computed for the example and the checks

```
GIVEN AND RESULT
grain interior edge: 1000 nm
grain capacitance: 10 pF
boundary capacitance, whole sample: 1000 pF
capacitance ratio grain/boundary: 0.01
boundary width: 10.000 nm
width if 1000 nm is the pitch: 9.901 nm
high-frequency capacitance: 9.901 pF
SAMPLE (rough ceria values)
relative permittivity: 26
temperature: 573 K
electrode area: 1 cm2
grain conductivity: 5e-06 S/cm
resistivity ratio boundary/grain: 1000
number of boundaries in series: 2302
sample thickness: 2.325 mm
one boundary over full area: 2.302 uF
grain resistance: 46.04 kohm
boundary resistance: 460.4 kohm
grain relaxation frequency: 345.7 kHz
boundary relaxation frequency: 0.3457 kHz
FIELD SOLUTION WITH ALL WALLS
fitted grain capacitance: 10 pF
fitted boundary capacitance: 993.8 pF
largest relative misfit: 9.3e-05
width from field solution: 10.063 nm
width, isolated side walls: 10.201 nm
wall/grain permittivity in second run: 0.5
second run, equal eps assumed: 19.929 nm
second run, eps ratio included: 9.964 nm
BARRIER AND NEGLECTED EFFECTS
stray capacitance: 1 pF
apparent width with stray: 11.012 nm
thermal voltage kT/e: 49.38 mV
barrier exponent 2e*phi/kT: 9.826
barrier height phi: 0.243 V
depletion width per side: 5 nm
acceptor density: 2.79e+19 cm^-3
width from shifted depletion edges: 10 nm
width with mobile carriers kept: 9.478 nm
built-in field at core: 0.97 MV/cm
test voltage on sample: 0.1 V
upper bound on voltage per boundary: 0.0434 mV
oxygen site density, rough: 5e+22 cm^-3
vacant fraction of oxygen sites: 0.00028
```
